The Casimir pressure across a 100 nm vacuum gap

**Problem**

Two wide, flat metal plates face each other across a vacuum gap of width d = 100 nm, as two metal levels might across an air gap in a chip. The plates are parallel, uncharged and at zero temperature. They reflect electromagnetic waves perfectly, and there is vacuum outside them too. What pressure does the electromagnetic zero-point energy exert on the plates, and does it pull them together or push them apart? How much of the answer survives for copper-like plates?

The pressure P is counted positive when it pushes the plates apart. If E(d) is the energy per unit plate area, then

P = −dE/dd.

**First estimate by scaling**

Perfect plates have no material length or frequency of their own. If the plates are much wider than the gap, their width drops out as well. The pressure can then depend on ħ, c and d alone. The product ħc has the unit J m, and a pressure has the unit J/m³, so the combination must be

|P| ~ ħc/d⁴.

With ħc = 3.16 × 10⁻²⁶ J m and d⁴ = 1.00 × 10⁻²⁸ m⁴, this is about 316 Pa. The argument fixes the power of d. It gives neither the sign nor the numerical factor, which require a count of the modes.

**Exact solution for ideal plates**

*The modes.* Let k be the wave number parallel to the plates. The electric field parallel to a perfect conductor vanishes at its surface, so a whole number n of half wavelengths fits across the gap:

ω_n = c√(k² + n²π²/d²), n = 0, 1, 2, …

For n ≥ 1 there are two polarizations. For n = 0 the field does not vary across the gap. Its parallel electric component is zero at the plates and hence everywhere, which leaves one polarization, with the electric field normal to the plates.

Each mode has zero-point energy ħω/2. Per unit area there are d²k/(2π)² = k dk/(2π) modes for each n and polarization. The sum over all modes diverges at high frequency. A smooth factor f = e^(−τω), with τ much shorter than d/c, makes it finite. This factor is a device of calculation and not a model of a metal: a real plate lets through high-frequency waves that strike it steeply, but it still reflects those that arrive at grazing incidence. The result will be shown not to depend on the shape of f. Write Σ′ for a sum over n = 0, 1, 2, … in which the n = 0 term is halved. The weights 1, 2, 2, … are then twice the weights in Σ′, and

E = (ħ/2)(1/2π) · 2 Σ′ ∫ k dk ω_n f
  = (ħ/2π) Σ′ ∫ k dk ω_n f.

At fixed n, differentiating ω² = c²k² + n²π²c²/d² gives k dk = ω dω/c². The lowest frequency is na, where a = πc/d. Therefore

E = [ħ/(2πc²)] Σ′ ∫_{na}^∞ ω² e^(−τω) dω.

*The sum.* Two derivatives with respect to τ produce the factor ω²:

∫_{na}^∞ ω² e^(−τω) dω = d²/dτ² [e^(−naτ)/τ].

The remaining sum is geometric. With q = e^(−aτ),

Σ′ qⁿ = 1/(1 − q) − 1/2 = (1 + q)/[2(1 − q)] = ½ coth(aτ/2).

For small x, set coth x = 1/x + αx + βx³ + … and multiply by sinh x = x + x³/6 + x⁵/120 + …. The product must equal cosh x = 1 + x²/2 + x⁴/24 + …. Comparing powers gives

1/6 + α = 1/2, so α = 1/3,
1/120 + α/6 + β = 1/24, so β = −1/45.

With x = aτ/2, and after division by τ,

coth(aτ/2)/(2τ) = 1/(aτ²) + a/12 − a³τ²/720 + O(τ⁴).

The second derivative removes the constant a/12:

E = [ħ/(2πc²)] [6/(aτ⁴) − a³/360 + O(τ²)].

*The large term.* The first term grows without limit as τ → 0. Since 1/a = d/(πc), it is proportional to d: it is the energy of empty space filling the gap. The space outside must be counted too. Hold one plate and the far wall of a large box fixed, a distance L apart, and let the other plate move between them. The outside region has length L − d and obeys the same formula. The two large terms add up to a multiple of d + (L − d) = L, which does not change when the plate moves.

For the finite term, insert a³ = π³c³/d³:

[ħ/(2πc²)] · π³c³/(360d³) = π²ħc/(720d³).

As τ → 0, the total energy is therefore

E_total = constant − (π²ħc/720)[1/d³ + 1/(L − d)³].

Differentiation gives

P = −(π²ħc/240)[1/d⁴ − 1/(L − d)⁴].

For L much larger than d the second term disappears:

**P = −π²ħc/(240d⁴).**

The minus sign means attraction. For a box with L = 10d the outside term would change the pressure from −13.0013 Pa to −12.9993 Pa, so the far wall need not be very distant.

*The cutoff shape.* Let f(τω) be any smooth function that equals 1 at zero frequency and falls off rapidly, and define F(n) = ∫_{na}^∞ ω² f(τω) dω. The Euler–Maclaurin formula reads

Σ′ F(n) = ∫₀^∞ F(n) dn − F′(0)/12 + F′′′(0)/720 − …

The integral is proportional to 1/a, hence to d, and cancels against the outside as before. Differentiating the lower limit gives F′(n) = −a³n² f(naτ). Thus F′(0) = 0 and F′′′(0) = −2a³, which yields −a³/360 again. Higher derivatives at n = 0 must act on f as well, so they carry positive powers of τ and vanish as τ → 0.

*The number.* The constant is π²ħc/240 = 1.300 × 10⁻²⁷ J m, so

P = −(1.300 × 10⁻²⁷ J m)/(1.000 × 10⁻²⁸ m⁴) = −13.0 Pa.

The corresponding energy per area is Pd/3 = −0.433 µJ/m².

**Comparison of the two**

The scaling estimate has the right dependence on d, but 316 Pa is about 24 times too large. The missing factor is π²/240 = 0.041. It can be traced through the solution as

π³ · [3/(2π)] · (1/360).

The π³ comes from the mode spacing a, the 1/(2π) from the mode count, and the 3 from differentiating d⁻³. The small factor 1/360 is what remains when a sum over discrete modes is compared with the integral for empty space. Dimensional analysis cannot see how nearly these two agree.

The fourth power makes the result sensitive to the gap. The attraction is 208 Pa at 50 nm and 0.813 Pa at 200 nm. An error of 10 nm matters as well: the attraction is 19.8 Pa at 90 nm and 8.88 Pa at 110 nm, which is 52% more and 32% less than at 100 nm.

**Plates that let the field in**

A real metal admits the field to a finite depth. To treat this, first rewrite the energy of one mode. At temperature T an oscillator has partition function 1/[2 sinh(ħω/2k_BT)], hence free energy k_BT ln[2 sinh(ħω/2k_BT)]. The product formula sinh z = z∏(1 + z²/π²m²), with m = 1, 2, …, turns this into

k_BT Σ′ ln(ω² + ξ_m²) + terms independent of ω,

where ξ_m = 2πmk_BT/ħ and the m = 0 term is halved.

We now need the product of ω² + ξ² over all modes at fixed k. A wave in the gap is a mode if it reproduces itself after one round trip:

1 − r²e^(2ik_z d) = 0,

where r is the reflection amplitude of a plate and k_z the wave number across the gap. At the imaginary frequency ω = iξ, k_z becomes iκ with κ² = k² + ξ²/c². For lossless thick plates in a large closed box, the left side, apart from factors independent of d, vanishes at the mode frequencies. Its zeros and its limit 1 at large ξ fix the gap-dependent part of the product (by Hadamard's product theorem) as 1 − r²e^(−2κd). The free energy per area is therefore

k_BT Σ′ ∫ (k dk/2π) Σ_pol ln(1 − r²e^(−2κd)).

Differentiate with respect to d and use k dk = κ dκ at fixed ξ:

P = −(k_BT/π) Σ′ ∫_{ξ_m/c}^∞ κ² dκ Σ_pol 1/(r⁻²e^(2κd) − 1).

As T → 0 the spacing of the ξ_m shrinks, and k_BT Σ′ becomes (ħ/2π)∫dξ. For r² = 1 both polarizations contribute equally. At given κ, ξ runs from 0 to cκ, so

P = −(ħc/π²) ∫₀^∞ κ³ dκ/(e^(2κd) − 1).

With x = 2κd and ∫₀^∞ x³ dx/(eˣ − 1) = π⁴/15, this is −(ħc/16π²d⁴)(π⁴/15) = −π²ħc/(240d⁴), the ideal result again.

*Reflection.* In the lossless plasma model the permittivity at imaginary frequency is ε = 1 + ω_p²/ξ². The field in the metal decays as e^(−Kz), with

K² = k² + εξ²/c² = κ² + 1/δ², δ = c/ω_p.

Take an incident wave e^(−κz), a reflected wave re^(κz) and a transmitted wave te^(−Kz). If the electric field is parallel to the surface (TE), the field and its slope are continuous: 1 + r = t and κ(1 − r) = Kt. If the magnetic field is parallel to the surface (TM), that field and its slope divided by ε are continuous: 1 + r = t and κ(1 − r) = Kt/ε. Eliminating t gives

r_TE = (κ − K)/(κ + K),
r_TM = (εκ − K)/(εκ + K).

*Weak penetration.* If δ is much smaller than d, then K ≈ 1/δ and r_TE² ≈ 1 − 4κδ ≈ e^(−4κδ). The TE waves see a gap d + 2δ. For TM waves K/(εκ) ≈ δξ²/(c²κ), so with ξ = cκu they see a gap d + 2δu². The variable u is uniformly distributed between 0 and 1 in the energy integral, and the mean of u² is 1/3. Since the ideal energy varies as d⁻³ and each polarization supplies half of it, the relative change in energy is

−3 · ½(2δ + 2δ/3)/d = −4δ/d.

Differentiating d⁻³ − 4δd⁻⁴ then gives

P ≈ −[π²ħc/(240d⁴)] [1 − 16δ/(3d)].

For a rough copper-like plasma energy ħω_p = 9.0 eV, δ = 21.9 nm. At d = 100 nm the correction 16δ/(3d) is 1.17. It exceeds 1, so the linear law has failed and the full integral is needed.

*Full result.* Gauss–Legendre quadrature of the zero-temperature integral gives P = −5.75 Pa, which is 0.44 of the ideal value. The assumption of perfect reflection thus more than doubles the attraction relative to this plasma model. The digits belong to the model, not to copper: a plasma energy of 7.4 eV gives −5.13 Pa and one of 10.8 eV gives −6.35 Pa. The plates are also taken as thick compared with δ. Free-standing plates 100 nm thick still give −5.75 Pa, but plates 30 nm thick give −5.53 Pa and plates 10 nm thick give −4.14 Pa.

**Temperature, bias and gas**

Take an operating temperature of 350 K. For ideal plates, thermal excitation of the modes with n ≥ 1 is negligible because their quanta are much larger than k_BT. The n = 0 modes have ω = ck, so their thermal energy per area does not depend on d and exerts no pressure on the plates. Thermal radiation outside, if it is at the same temperature, pushes the plates together with the usual radiation pressure:

ΔP = −π²(k_BT)⁴/[45(ħc)³] = −3.8 × 10⁻⁶ Pa.

For the plasma model, the sum over ξ_m at 350 K still gives −5.75 Pa to the digits shown. Damping can be included through the Drude form ε = 1 + ω_p²/[ξ(ξ + γ)]. The mode argument above assumed lossless plates; the Lifshitz theory extends the same pressure formula to lossy metals, a result taken over here without proof. With a rough ħγ = 0.03 eV and the same plasma energy and temperature, the pressure is −5.63 Pa, about 2% weaker than in the plasma model. Much of this difference does not depend on the size of γ. For any γ > 0 the product εξ² vanishes as ξ → 0, so K = κ and r_TE = 0 in the m = 0 term. This loss alone gives −5.67 Pa, 1.4% weaker, even for very small γ. At zero temperature the same Drude metal gives −5.69 Pa.

Roughness acts the other way. Let the local gap be d + s, where s has zero mean and varies slowly along the plates compared with d. Applying the ideal law locally and expanding,

⟨(1 + s/d)⁻⁴⟩ ≈ 1 + 10⟨s²⟩/d².

An rms gap variation of 3 nm strengthens the ideal attraction by 0.9%. The plasma-model pressure varies less steeply with the gap and gains about 0.7%. For plates 10 µm wide, edge effects are expected to be of order d/width = 1%, an estimate of scale and not a calculated correction.

A voltage V matters far more. The charge per area is ε₀V/d, and the field of the opposite plate alone is V/(2d). The electrostatic attraction is their product:

|P_el| = ε₀V²/(2d²).

At 1 V the field is 0.1 MV/cm and the attraction 443 Pa, or 34 times the ideal Casimir value. Setting |P_el| = |P| with the ideal value |P| = 13.0 Pa gives

V = d√(2|P|/ε₀) = 0.171 V.

For the plasma-model value of 5.75 Pa the matching bias is 0.114 V.

A gas pressure difference can be larger still. If an evacuated cavity is sealed and its wall carries one full atmosphere from outside, the load is 101325 Pa, about 7800 times the ideal Casimir pressure. Equal gas pressure on both faces of a plate would cancel.

In interconnects, air gaps lie between copper lines with spacings of very roughly tens of nanometres to 100 nm. The 100 nm gap is therefore in a relevant range, but the 10 µm plates are much wider than fine wiring. Lines whose height is comparable with their spacing break the wide-plate assumption, and the 1% edge scale does not apply to them. Real lines may also carry liners or dielectric on their side walls, and copper has interband absorption, which the plasma and Drude models omit. For wide bare plates, finite reflection moves the estimate from 13.0 Pa to roughly 6 Pa. In a working circuit, a bias of 1 V across the same gap would add hundreds of pascals.
